# Born-charge neutrality and the acoustic electron–phonon vertex: a numerical check

```python
"""
Result under test: if Born charges sum to dZ != 0 while phonons remain acoustic,
the longitudinal acoustic electron-phonon vertex acquires the spurious part
    |g| = e^2 |dZ| / (eps0 eps Omega q) * sqrt(hbar / (2 M c q)),
which diverges as q^(-3/2). Neutral charges remove it. Raw charges used also in
the dynamical matrix open a gap and change the final law to q^(-1).

Model: cubic cell of edge a, atom 1 at 0 and atom 2 at the body centre; waves
along a cube edge. K: spring between neighbouring planes per atom; eps: high-
frequency relative permittivity; Omega: cell volume; M: cell mass; c: sound speed;
D: deformation potential; k: electron wavevector; q: phonon wavevector.
Internal units: eV, angstrom, ps. Vertices are normalized per unit cell.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import trapezoid

hbar = sc.hbar / sc.e * 1e12
coulomb = sc.e / sc.epsilon_0 * 1e10          # e^2/eps0 in eV angstrom
mass_unit = sc.u / sc.e * 1e4                 # eV ps^2 / angstrom^2
temperature = 300.0
kT = sc.k * temperature / sc.e

a, eps, K, D = 4.0, 5.0, 2.5, 5.0
mass_numbers = np.array([60.0, 20.0])
masses = mass_numbers * mass_unit
M = masses.sum()
Omega = a**3
C = coulomb / (eps * Omega)
Z_raw = np.array([2.01, -2.00])
dZ = Z_raw.sum()
Z_equal = Z_raw - dZ / 2
Z_mass = Z_raw - dZ * masses / M
Z = Z_equal[0]
m_ratio = 0.2
m_el = m_ratio * sc.m_e / sc.e * 1e4
carrier_cm3 = 1e17
carriers = carrier_cm3 * 1e-24
c = a * np.sqrt(K / (2 * M))


def modes(q, Z_dyn):
    """Longitudinal frequencies and eigenvectors, acoustic branch first."""
    off = -2 * K * np.cos(q * a / 2)
    force = np.array([[2 * K, off], [off, 2 * K]]) + C * np.outer(Z_dyn, Z_dyn)
    w2, vec = np.linalg.eigh(force / np.sqrt(np.outer(masses, masses)))
    return np.sqrt(w2), vec


def dipole_vertex(q, Z_vertex, Z_dyn, branch=0):
    w, vec = modes(q, Z_dyn)
    polarity = Z_vertex @ (vec[:, branch] / np.sqrt(masses))
    return abs(C * polarity / q) * np.sqrt(hbar / (2 * w[branch]))


def slope(q, Z_vertex, Z_dyn):
    f = 1.01
    ratio = dipole_vertex(q * f, Z_vertex, Z_dyn) / dipole_vertex(q / f, Z_vertex, Z_dyn)
    return np.log(ratio) / (2 * np.log(f))


def frozen_wave(ncell, charges, ks):
    """Electron energy per unit displacement, from a real-space Poisson solution.

    Displacement is u cos(qx); the returned amplitude multiplies -sin(qx)."""
    length, h, width, u = ncell * a, 0.1, 0.3, 0.01
    n = int(round(length / h))
    x = np.arange(n) * h
    q = 2 * np.pi / length

    def density(shift):
        rho = np.zeros(n)
        for charge, offset in zip(charges, (0.0, a / 2)):
            for cell in range(ncell):
                x0 = cell * a + offset
                d = x - x0 - shift * np.cos(q * x0)
                d = (d + length / 2) % length - length / 2
                rho += charge * np.exp(-d**2 / (2 * width**2))
        return rho / (a**2 * width * np.sqrt(2 * np.pi))

    induced = (density(u) - density(-u)) / (2 * u)
    eye = np.eye(n)
    operator = (2 * eye - np.roll(eye, 1, 0) - np.roll(eye, -1, 0)) / h**2
    operator += ks**2 * eye
    if ks == 0:
        operator += np.ones((n, n)) / n       # fixes the free constant
    energy = np.linalg.solve(operator, -coulomb / eps * induced)
    return q, 2 * np.mean(-energy * np.sin(q * x))


# Potential of the displacement wave, bare and with free carriers
ks = np.sqrt(coulomb * carriers / (eps * kT))
frozen = []
for ncell in (20, 40):
    q_wave, amplitude = frozen_wave(ncell, Z_raw, 0.0)
    assert abs(amplitude / (C * dZ / q_wave) - 1) < 1e-3   # smearing and grid
    frozen.append((q_wave, amplitude))
q_wave, neutral_amp = frozen_wave(40, Z_equal, 0.0)
assert abs(neutral_amp) < 1e-3 * frozen[1][1]
q_wave, screened_amp = frozen_wave(40, Z_raw, ks)
assert abs(screened_amp / (C * dZ * q_wave / (q_wave**2 + ks**2)) - 1) < 1e-3

# Acoustic phonons with raw and with neutral charges in the vertex
q0 = 1e-3
assert abs(modes(q0, Z_equal)[0][0] / (c * q0) - 1) < 1e-4
formula = C * dZ / q0 * np.sqrt(hbar / (2 * M * c * q0))
assert abs(dipole_vertex(q0, Z_raw, Z_equal) / formula - 1) < 1e-3
slope_raw = slope(q0, Z_raw, Z_equal)
slope_neutral = slope(0.01, Z_equal, Z_equal)
assert abs(slope_raw + 1.5) < 1e-3
assert abs(slope_neutral - 0.5) < 1e-2
D_dipole = C * Z * K * a**2 * (masses[0] - masses[1]) / (4 * M * (2 * K + C * Z**2))
regular = D_dipole * 0.01 * np.sqrt(hbar / (2 * M * c * 0.01))
assert abs(dipole_vertex(0.01, Z_equal, Z_equal) / regular - 1) < 1e-2

# Raw charges also in the dynamical matrix
eps_ratio = 1 + C * Z**2 / (2 * K)
gap_formula = dZ * np.sqrt(C / (M * eps_ratio))
gap = modes(1e-6, Z_raw)[0][0]
assert abs(gap / gap_formula - 1) < 1e-2      # next order in dZ/Z neglected
g_gap_formula = C * dZ / eps_ratio / 1e-5 * np.sqrt(hbar / (2 * M * gap_formula))
assert abs(dipole_vertex(1e-5, Z_raw, Z_raw) / g_gap_formula - 1) < 1e-2
slope_gap_low = slope(1e-5, Z_raw, Z_raw)
slope_gap_high = slope(0.006, Z_raw, Z_raw)
assert abs(slope_gap_low + 1) < 1e-2 and slope_gap_high < -1.4

# Optical vertex after the two ways of restoring neutrality
optical = [dipole_vertex(1e-4, z, Z_equal, 1) for z in (Z_raw, Z_equal, Z_mass)]
assert abs(optical[2] / optical[0] - 1) < 1e-6
assert 1e-4 < abs(optical[1] / optical[0] - 1) < dZ
assert abs(slope(0.01, Z_mass, Z_equal) - 0.5) < 1e-2

# Electron scattering: inelastic angular integral against elastic closed form
energy_el = 1.5 * kT
k = np.sqrt(2 * m_el * energy_el) / hbar
q_sound = m_el * c / hbar


def rates_numeric(qmin, excess):
    s = np.exp(np.linspace(np.log(qmin / (4 * k)), 0.0, 40001))
    t, cosine = np.log(s), 1 - 2 * s**2       # s is sin(angle/2)
    total = np.zeros(2)
    for sign in (1, -1):                      # absorption, emission
        kp = np.full_like(s, k)
        for _ in range(40):
            q = np.sqrt((kp - k)**2 + 4 * k * kp * s**2)
            kp = np.sqrt(k**2 + sign * 2 * q_sound * q)
        q = np.sqrt((kp - k)**2 + 4 * k * kp * s**2)
        g2 = hbar / (2 * M * c * q) * (D * q + C * excess / q)**2
        occupation = 1 / np.expm1(hbar * c * q / kT) + (sign < 0)
        jac = abs(hbar**2 * kp / m_el - sign * hbar * c * (kp - k * cosine) / q)
        f = kp**2 / jac * g2 * occupation * 4 * s**2 * (q >= qmin)
        total += [trapezoid(f, t), trapezoid(f * (1 - kp / k * cosine), t)]
    return total * Omega / (2 * np.pi * hbar)


def rates_formula(qmin, excess):
    r, top = C * excess / D, 2 * k
    log = np.log(top / qmin)
    plain = (top**2 - qmin**2) / 2 + 2 * r * log + r**2 / 2 * (qmin**-2 - top**-2)
    weighted = (top**4 - qmin**4) / 4 + r * (top**2 - qmin**2) + r**2 * log
    front = Omega * m_el * kT * D**2 / (2 * np.pi * hbar**3 * k * M * c**2)
    return front * np.array([plain, weighted / (2 * k**2)])


meshes = (100, 200, 400, 800)
table = []
for mesh in meshes:
    qmin = 2 * np.pi / (mesh * a)
    row = []
    for excess in (0.0, dZ, -dZ):
        numeric = rates_numeric(qmin, excess)
        # inelastic and quantum corrections are below one per cent here
        assert np.allclose(numeric, rates_formula(qmin, excess), rtol=1e-2)
        row.append(numeric)
    table.append((mesh, qmin, row))
extra = []
for mesh in (1600, 3200):
    qmin = 2 * np.pi / (mesh * a)
    extra.append(rates_numeric(qmin, dZ)[0] - rates_numeric(qmin, 0.0)[0])
growth = extra[1] / extra[0]
assert abs(growth / 4 - 1) < 0.03             # logarithmic cross term remains

q_star = np.sqrt(C * dZ / D)
energy_star = (hbar * q_star / 2)**2 / (2 * m_el)

print(f"cell edge {a:.1f} angstrom, volume {Omega:.1f} angstrom^3, eps {eps:.1f}")
print(f"masses {mass_numbers[0]:.0f} and {mass_numbers[1]:.0f} u, K {K:.2f} eV/angstrom^2")
print(f"raw charges {Z_raw[0]:+.3f}, {Z_raw[1]:+.3f} e; sum dZ {dZ:.3f} e")
print(f"equal-split charges {Z_equal[0]:+.4f}, {Z_equal[1]:+.4f} e")
print(f"mass-weighted charges {Z_mass[0]:+.4f}, {Z_mass[1]:+.4f} e")
print(f"D {D:.2f} eV, electron mass {m_ratio:.2f} m_e, T {temperature:.0f} K")
print(f"e^2/eps0 {coulomb:.3f} eV angstrom; C {C:.5f} eV/angstrom^2")
print(f"sound speed {c * 100:.1f} m/s; kT {kT * 1e3:.3f} meV")
for q_wave, amplitude in frozen:
    print(f"frozen wave q {q_wave:.5f} 1/angstrom: Poisson {amplitude:.5f}, "
          f"formula {C * dZ / q_wave:.5f} eV/angstrom")
print(f"same wave, neutral charges: {abs(neutral_amp):.1e} eV/angstrom")
for q in (0.001, 0.003, 0.01, 0.03, 0.1):
    spurious = dipole_vertex(q, Z_raw - Z_equal, Z_equal)
    normal = D * q * np.sqrt(hbar / (2 * M * modes(q, Z_equal)[0][0]))
    print(f"q {q:.3f} 1/angstrom: spurious {spurious * 1e3:.4f} meV, "
          f"regular {normal * 1e3:.4f} meV, ratio {spurious / normal:.4g}")
print(f"vertex exponent, raw charges {slope_raw:.4f}; neutral {slope_neutral:.4f}")
print(f"dipole part of D with neutral charges {D_dipole:.3f} eV")
print(f"crossover q* {q_star:.5f} 1/angstrom; q*/(pi/a) {q_star * a / np.pi:.4f}")
print(f"electron energy with 2k = q*: {energy_star * 1e3:.3f} meV")
print(f"example electron: energy {energy_el * 1e3:.2f} meV, k {k:.5f} 1/angstrom")
print(f"m c/(hbar k) {q_sound / k:.4f}; hbar c 2k {hbar * c * 2 * k * 1e3:.3f} meV")
print("rates in 1/ps: neutral, dZ positive, dZ negative")
for mesh, qmin, row in table:
    print(f"mesh {mesh}, q_min {qmin:.5f} 1/angstrom: total "
          + ", ".join(f"{v[0]:.3f}" for v in row))
    print(f"mesh {mesh}: momentum relaxation " + ", ".join(f"{v[1]:.3f}" for v in row))
print(f"growth of excess total rate, mesh 1600 to 3200: {growth:.3f}")
print(f"raw charges in dynamics: gap {hbar * gap * 1e3:.5f} meV, "
      f"formula {hbar * gap_formula * 1e3:.5f} meV")
print(f"eps_s/eps {eps_ratio:.4f}; gap/c {gap / c:.6f} 1/angstrom")
print(f"exponent with gap: {slope_gap_low:.4f} at q 0.00001, "
      f"{slope_gap_high:.4f} at q 0.006 1/angstrom")
print(f"carriers {carrier_cm3:.1e} cm^-3: k_s {ks:.5f} 1/angstrom")
print(f"screened wave q {q_wave:.5f} 1/angstrom: {screened_amp:.5f} eV/angstrom")
print(f"false screened deformation potential {C * dZ / ks**2:.2f} eV")
print(f"optical vertex at q 0.0001 1/angstrom: raw {optical[0]:.4f} eV")
print(f"optical vertex: equal split {optical[1]:.4f}, mass-weighted {optical[2]:.4f} eV")
print(f"optical change from equal split {100 * (optical[1] / optical[0] - 1):.4f} percent")
print("verified")
```

Printed output:

```
cell edge 4.0 angstrom, volume 64.0 angstrom^3, eps 5.0
masses 60 and 20 u, K 2.50 eV/angstrom^2
raw charges +2.010, -2.000 e; sum dZ 0.010 e
equal-split charges +2.0050, -2.0050 e
mass-weighted charges +2.0025, -2.0025 e
D 5.00 eV, electron mass 0.20 m_e, T 300 K
e^2/eps0 180.951 eV angstrom; C 0.56547 eV/angstrom^2
sound speed 4911.3 m/s; kT 25.852 meV
frozen wave q 0.07854 1/angstrom: Poisson 0.07198, formula 0.07200 eV/angstrom
frozen wave q 0.03927 1/angstrom: Poisson 0.14399, formula 0.14400 eV/angstrom
same wave, neutral charges: 6.9e-12 eV/angstrom
q 0.001 1/angstrom: spurious 5083.5240 meV, regular 4.4949 meV, ratio 1131
q 0.003 1/angstrom: spurious 978.3243 meV, regular 7.7855 meV, ratio 125.7
q 0.010 1/angstrom: spurious 160.7544 meV, regular 14.2144 meV, ratio 11.31
q 0.030 1/angstrom: spurious 30.9361 meV, regular 24.6226 meV, ratio 1.256
q 0.100 1/angstrom: spurious 5.0811 meV, regular 45.0063 meV, ratio 0.1129
vertex exponent, raw charges -1.4997; neutral 0.5002
dipole part of D with neutral charges 0.779 eV
crossover q* 0.03363 1/angstrom; q*/(pi/a) 0.0428
electron energy with 2k = q*: 5.386 meV
example electron: energy 38.78 meV, k 0.04512 1/angstrom
m c/(hbar k) 0.0188; hbar c 2k 2.917 meV
rates in 1/ps: neutral, dZ positive, dZ negative
mesh 100, q_min 0.01571 1/angstrom: total 1.147, 3.028, 0.728
mesh 100: momentum relaxation 1.181, 1.979, 0.704
mesh 200, q_min 0.00785 1/angstrom: total 1.174, 5.773, 2.561
mesh 200: momentum relaxation 1.182, 2.058, 0.753
mesh 400, q_min 0.00393 1/angstrom: total 1.181, 15.284, 11.159
mesh 400: momentum relaxation 1.182, 2.125, 0.813
mesh 800, q_min 0.00196 1/angstrom: total 1.182, 51.939, 46.902
mesh 800: momentum relaxation 1.182, 2.190, 0.875
growth of excess total rate, mesh 1600 to 3200: 3.957
raw charges in dynamics: gap 0.04509 meV, formula 0.04507 meV
eps_s/eps 1.4546; gap/c 0.001395 1/angstrom
exponent with gap: -1.0000 at q 0.00001, -1.4601 at q 0.006 1/angstrom
carriers 1.0e+17 cm^-3: k_s 0.01183 1/angstrom
screened wave q 0.03927 1/angstrom: 0.13200 eV/angstrom
false screened deformation potential 40.39 eV
optical vertex at q 0.0001 1/angstrom: raw 629.9600 eV
optical vertex: equal split 630.7465, mass-weighted 629.9600 eV
optical change from equal split 0.1248 percent
verified
```
